# Silyl-stabilised carbanions do not require silicon d-orbital pi bonding

In a small basis set, removing every d function from silicon raises the Hartree-Fock energy of the silylmethyl anion, SiH₃CH₂⁻, by 129.8 kJ/mol. The stabilisation that the silyl group gives to this carbanion falls by far less, from 105.9 to 87.2 kJ/mol. If that stabilisation came from a pi bond between the carbon lone pair and empty silicon 3d orbitals, it should have collapsed when the d functions were removed.

## The belief and its appeal

The belief runs as follows. Silicon has empty 3d orbitals and carbon has none in its valence shell. A filled carbon p orbital next to silicon can overlap with a d orbital of pi symmetry, and the resulting bond explains why silyl groups stabilise carbanions and alkyl groups do not.

Several facts seem to support it. The C-Si bond of the anion is short, the silyl group turns freely, and calculations improve when d functions are added. Each of these has another explanation, and the last confuses two questions: whether a d function lowers an energy, and whether the stabilisation needs it.

## What must be compared

Stabilisation is a difference between molecules. For a substituent X, let

\[
\mathrm{SE}=E(\mathrm{CH_3^-})+E(\mathrm{CH_3X})-E(\mathrm{CH_4})-E(\mathrm{XCH_2^-}).
\]

This is the energy released when CH₃X gives a proton to CH₃⁻, so a positive value means that X stabilises the anion. Let \(L\) be the rise in energy of a molecule when the silicon d functions are removed. CH₃⁻ and CH₄ contain no silicon, so their energies cancel in the change of SE:

\[
\begin{aligned}
\mathrm{SE}-\mathrm{SE}_{\text{no d}}
&=[E(\mathrm{CH_3X})-E_{\text{no d}}(\mathrm{CH_3X})]\\
&\quad-[E(\mathrm{XCH_2^-})-E_{\text{no d}}(\mathrm{XCH_2^-})]\\
&=L(\mathrm{XCH_2^-})-L(\mathrm{CH_3X}).
\end{aligned}
\]

For X = SiH₃ this gives \(129.8-111.1=18.7\) kJ/mol, which is also \(105.9-87.2\). Neutral methylsilane has no carbanion lone pair, yet it loses 111.1 kJ/mol. Most of the lowering is therefore the ordinary work of polarisation functions, which let the electron density in the bonds around silicon change shape.

The share of SE that survives is \(87.2/105.9=82\,\%\). With second-order Møller-Plesset correlation (MP2) the values are 99.3 and 78.4 kJ/mol, and 79 % survives. In this model, silicon d functions increase the stabilisation but are not its condition.

The model uses closed shells, fixed geometries with rounded bond lengths, and a planar anion with C-Si 1.82 Å, Si-H 1.51 Å and C-H 1.09 Å. The basis is def2-SVP without p functions on hydrogen, with one diffuse s and one diffuse p shell (exponent 0.04 bohr⁻²) added on the carbanion carbon. The energies depend on this exponent: at 0.02 bohr⁻² the Hartree-Fock SE of the silyl group is 99.0 instead of 105.9 kJ/mol. Functions on carbon are kept when those on silicon are removed.

## Confining the lone pair

To find what replaces the supposed d-orbital bond, the lone pair must be prevented from entering the silyl group. Let the CH₂ group lie in the plane \(z=0\), with C-Si along \(x\) and one Si-H bond in the plane. Orbitals are then even or odd under \(z\to-z\). The odd space contains the carbon lone pair, silicon \(p_z\), silicon \(d_{xz}\) and \(d_{yz}\), and the antisymmetric combination of the two out-of-plane Si-H bonds.

In the localised state, the lone pair is built from odd functions of CH₂, and the odd silyl orbitals from odd functions of SiH₃. These orbitals overlap. If the columns of \(T\) are the occupied orbitals and \(S\) is the overlap matrix, the projector density for one spin is

\[
P=T(T^{T}ST)^{-1}T^{T}.
\]

The inverse corrects for non-orthogonality: it gives \(PSP=P\), and \(\mathrm{Tr}\,PS\) equals the number of orbitals. With total density \(2P\), one-electron matrix \(h\) and mean-field repulsion \(G(2P)\), the electronic energy is

\[
E=2\,\mathrm{Tr}\,Ph+\mathrm{Tr}\,P\,G(2P)=\mathrm{Tr}\,P(h+F),\qquad F=h+G(2P).
\]

Because \(G\) is linear and symmetric in the density, both factors of \(P\) in the repulsion term contribute equally to a variation, and \(\delta E=2\,\mathrm{Tr}\,\delta P\,F\).

Now optimise one block, with basis functions \(B\), while the other occupied orbitals \(O\) stay fixed. Only the part of \(B\) outside the space of \(O\) changes the determinant:

\[
Q=(1-P_OS)B,\qquad P_O=O(O^{T}SO)^{-1}O^{T}.
\]

Indeed \(O^{T}SQ=O^{T}SB-O^{T}SB=0\). For coefficients \(c\) normalised by \(c^{T}Q^{T}SQc=1\), the density separates into \(P=P_O+Qcc^{T}Q^{T}\). Adding the constraint with a multiplier matrix \(2\varepsilon\) and varying \(c\) gives

\[
4Q^{T}FQc-4Q^{T}SQc\,\varepsilon=0
\quad\Rightarrow\quad
Q^{T}FQ\,c=Q^{T}SQ\,c\,\varepsilon .
\]

These equations are solved for each block in turn until \(F\) no longer changes. The delocalisation energy is

\[
D=E_{\text{localised}}-E_{\text{full}}\ge 0 .
\]

The sign follows from the variational principle, because every localised determinant is also allowed in the full search.

For SiH₃CH₂⁻, \(D=63.1\) kJ/mol. With \(d_{xz}\) and \(d_{yz}\) removed from silicon in both states, \(D=43.6\) kJ/mol, or 69 % of the former value. Most of the delocalisation energy therefore survives when no silicon d function of pi symmetry exists. \(D\) counts spreading in both directions, from the lone pair into the silyl group and from the silyl orbitals onto carbon. The next section isolates the first by enlarging the space of the lone pair alone.

## The acceptor without d functions

An occupied Si-H bonding orbital has a silicon part \(s\) and a hydrogen part \(t\), so \(b=s+t\). From the same two parts one can form an orbital orthogonal to \(b\). Writing \(a=c_1s+c_2t\), the condition \(\langle a|b\rangle=0\) reads

\[
c_1\langle s|b\rangle+c_2\langle t|b\rangle=0,
\qquad c_1=\langle t|b\rangle,\quad c_2=-\langle s|b\rangle .
\]

This is the antibonding orbital. Donation of a lone pair into it is called negative hyperconjugation.

Its effect can be seen in a two-orbital model. Let the lone pair have energy 0, the acceptor energy \(\Delta>0\), and let them be orthogonal with coupling \(\beta\). The eigenvalues satisfy \(\varepsilon(\varepsilon-\Delta)-\beta^2=0\), and the lower one is

\[
\varepsilon_-=\frac{\Delta-\sqrt{\Delta^2+4\beta^2}}{2}.
\]

Two electrons occupy it, so the energy falls by

\[
D_2=-2\varepsilon_-=\sqrt{\Delta^2+4\beta^2}-\Delta .
\]

For \(|\beta|\ll\Delta\), expanding the root gives \(D_2\approx2\beta^2/\Delta\). For \(|\beta|\gg\Delta\) it gives \(D_2\approx2|\beta|-\Delta\). Nothing here depends on whether the acceptor is a d orbital. Symmetry, coupling and energy decide.

In the calculation without d functions of pi symmetry, the silyl group has three unoccupied odd orbitals. Offering the lone pair the antibonding orbital alone, with its shape fixed, gains 28.9 kJ/mol. Offering it all three orbitals gains 40.6 kJ/mol, an even share of which would be 13.5 kJ/mol, so this orbital does about twice as well.

The opposite experiment gives a result that the simple refutation would not predict. Offering the lone pair only the two silicon d functions gains 35.4 kJ/mol, more than the single antibonding orbital gives. The d functions are thus effective acceptors when nothing else is available. This gain should not be added to the 43.6 kJ/mol and compared with the full \(D\) of 63.1 kJ/mol, because the starting points differ. The 35.4 kJ/mol is measured from a localised state whose silyl orbitals have no d functions of pi symmetry; in the localised state behind the 63.1 kJ/mol, those functions already polarise the silyl bonds. Including them in both states raises \(D\) by \(63.1-43.6=19.5\) kJ/mol. What is refuted is the need for d functions, not their ability to take part.

## Free rotation and bond lengths

Free rotation of the silyl group looks like evidence for d orbitals, since a pair of d functions can follow the lone pair at any angle. Three Si-H bonds do the same. Let \(\varphi_k=\varphi+120^\circ k\), with \(k=0,1,2\), be the angle of bond \(k\) around the C-Si axis, measured from the CH₂ plane. The lone pair points along \(z\), so by symmetry its coupling to an antibonding orbital varies to leading order as \(\beta_k=\beta_0\sin\varphi_k\). For weak coupling and equal bonds the lowerings add:

\[
D\approx\frac{2\beta_0^2}{\Delta}\sum_{k}\sin^2\varphi_k
=\frac{2\beta_0^2}{\Delta}\left[\frac32-\frac12\sum_k\cos2\varphi_k\right]
=\frac{3\beta_0^2}{\Delta}.
\]

The cosine sum vanishes because its three angles are spaced evenly around a circle. The total does not depend on \(\varphi\). In the calculation, turning the silyl group by 90° changes the energy by less than 0.1 kJ/mol, against \(RT=2.9\) kJ/mol at 350 K. Free rotation therefore cannot distinguish the two pictures.

Although the sum is constant, the individual bonds differ. The in-plane bond has \(\sin^2\varphi=0\), and each of the other two has \(3/4\). Population of an antibonding orbital should lengthen the latter. Varying one type of bond length at a time, with the rest of the geometry fixed, shows that delocalisation lengthens the out-of-plane Si-H bonds by 0.014 Å and the in-plane bond by 0.003 Å.

Delocalisation also shortens the preferred C-Si distance, from 1.848 to 1.800 Å, which is 0.049 Å before rounding. Without silicon d functions of pi symmetry the shortening is still 0.034 Å. A short C-Si bond is thus no proof of d-orbital bonding.

## Polarisation and electrostatics

Delocalisation is not the whole stabilisation. If the anion is kept in its localised state, \(105.9-63.1=42.8\) kJ/mol of SE remains. The comparison with the ethyl anion makes the point sharper. There \(D=54.3\) kJ/mol, not much below the silyl value, yet SE is \(-34.3\) kJ/mol: the methyl group destabilises the anion. Negative hyperconjugation by itself therefore does not explain why silyl and methyl differ. The ethyl values are soft. The highest occupied level of the planar ethyl anion lies at +0.35 eV, so its lone pair is held by the finite basis. Halving the diffuse exponent changes \(D\) to 45.3 kJ/mol for ethyl and 64.1 kJ/mol for silyl. A pyramidal geometry lowers the ethyl anion by at least 21 kJ/mol, against 12.0 for CH₃⁻, which brings SE to about \(-25\) kJ/mol. The sign of SE does not change.

The other terms can be exposed by neutralising the lone pair and then removing the neutralising charge. Place charges of \(+\tfrac12e\) at 1.09 Å above and below the carbanion carbon, so that the mirror plane survives. Let \(V\) be their interaction with the electrons and nuclei of the ligand. Their mutual repulsion is the same for every X and is omitted. Scaling the charges by \(\lambda\) gives a Hamiltonian \(H_0+\lambda V\).

Let \(E_1\) and \(E_0\) be the localised energies with and without the charges. Removing the charges while the orbitals stay frozen gives \(E_{\rm fr}=E_1-\langle V\rangle_1\). Relaxing the lone pair alone gives \(E_{\rm lp}\), and relaxing everything within its blocks gives \(E_0\). If \(D_1\) and \(D_0\) are the delocalisation energies with and without the charges, the full energies are \(E_1-D_1\) and \(E_0-D_0\), and

\[
\begin{aligned}
(E_1-D_1)-(E_0-D_0)={}&(E_1-E_{\rm fr})+(E_{\rm fr}-E_{\rm lp})\\
&+(E_{\rm lp}-E_0)+(D_0-D_1).
\end{aligned}
\]

The terms are first-order electrostatics, lone-pair relaxation, frame polarisation and change of delocalisation. A positive term favours the anion. Subtracting the same terms for planar CH₃⁻ gives, in kJ/mol:

| Term | SiH₃ | CH₃ |
|---|---:|---:|
| Electrostatics | 38.2 | −15.4 |
| Lone-pair relaxation | −38.9 | −25.4 |
| Frame polarisation | 32.3 | 16.4 |
| Change of delocalisation | 45.7 | 24.9 |
| Total | 77.3 | 0.6 |

The localised energies can be tested by a separate route. At a variational minimum the orbital response does not contribute to the first derivative, so \(dE/d\lambda=\langle V\rangle_\lambda\) and \(E_1-E_0=\int_0^1\langle V\rangle_\lambda\,d\lambda\). A five-point integration for SiH₃CH₂⁻ agrees with the direct difference within 0.001 kJ/mol.

The excess of frame polarisation over that in CH₃⁻ is about twice as large for silyl as for methyl. It includes the response of the C-Si and C-H bonds as well as that of the Si-H bonds, so it is not a property of silicon alone. In this order of removal, the largest difference between the substituents is electrostatic: \(38.2-(-15.4)=53.6\) kJ/mol. This term includes the lone pair's own density as well as the rest of the ligand, so not all of it comes from the silyl group. The electric potential at the removed charges is more positive beside silyl. This is what a positively charged silicon atom would produce, although atomic charges were not calculated here.

The statement that polarisation and negative hyperconjugation account for the stabilisation thus needs a third partner, the electrostatic effect of the polar silyl group. The lone-pair term opposes all three: the lone pair gains less by relaxing than it does in CH₃⁻. The same is true of the ethyl anion, and the calculation does not identify the cause.

The total of 77.3 kJ/mol is not SE, because two half charges are not a proton in a C-H bond. The split also depends strongly on the order of relaxation. If the charges are instead added to the frozen orbitals of the localised anion, the electrostatic terms are \(-21.1\) kJ/mol for silyl and \(-48.9\) kJ/mol for methyl. Their difference still favours silyl, but it is 27.8 instead of 53.6 kJ/mol. Silicon d functions were present throughout. The table identifies kinds of stabilisation; the direct evidence against the need for d functions is their removal.

## Silicon-carbon acceptors

The trimethylsilylmethyl ligand, CH₂SiMe₃, has Si-C bonds in place of Si-H. A closer model for it, (CH₃)₂SiHCH₂⁻, has both methyl groups out of the CH₂ plane, where their Si-C antibonding orbitals can accept density. It gives \(D=53.3\) kJ/mol with silicon d functions of pi symmetry and 33.0 kJ/mol without them, so 62 % survives. Delocalisation is weaker than in SiH₃CH₂⁻, but again it does not require d functions.

## From the free anion to a metal alkyl

In a metal alkyl the carbon is bound to the metal and is not a free carbanion. Lithium provides the simplest estimate. Replacing CH₃⁻ and XCH₂⁻ in the definition of SE by LiCH₃ and LiCH₂X gives 35.9 kJ/mol for silyl, and 30.8 kJ/mol without silicon d functions. The free-anion value is thus about three times too large for this bound ligand, while the surviving share, 86 %, is similar. These are isolated molecules at fixed geometry. Real lithium alkyls aggregate, and transition metals form more covalent bonds; neither effect is included. Nor does SE predict the decomposition temperature of a metal alkyl, which depends on reaction barriers.

The other omissions that were estimated are smaller; the angles within the silyl group were not relaxed. Letting CH₃⁻ become pyramidal lowers its energy by 12.0 kJ/mol, whereas the pyramidal silylmethyl geometries examined were no lower than the planar one. This reduces the Hartree-Fock SE from 105.9 to 94.0 kJ/mol. That figure is uncertain by several kJ/mol: with the silyl group turned by 90°, opening the C-Si-H angle of the bond eclipsing the lone-pair axis from 113° to 119° and closing the other two to 111° lowers the anion by 5.8 kJ/mol. Relaxing the C-Si and Si-H lengths of the anion one type at a time would lower its energy by about 0.7 kJ/mol in total.

## Where the argument stops

The partition belongs to a finite basis centred on atoms. As the basis on carbon grows, its functions can describe density near silicon. The localised state then approaches the full state, and \(D\) loses its meaning. For the same reason, removing d functions from silicon becomes a weaker operation when neighbouring atoms carry rich basis sets. Both effects are visible. With def2-TZVP functions up to d on the carbanion carbon and a diffuse d shell of exponent 0.04 bohr⁻² beside the diffuse s and p shells there, \(D\) for SiH₃CH₂⁻ falls from 63.1 to 56.8 kJ/mol (55.3 with a d exponent of 0.15 bohr⁻²). If the hydrogens also receive def2-TZVP functions, removing the silicon d functions costs 62.8 kJ/mol in methylsilane and 82.1 kJ/mol in the anion, instead of 111.1 and 129.8. The difference, which is the change of SE, hardly moves: 19.3 instead of 18.7 kJ/mol. In that basis SE is 103.3 kJ/mol, of which 81 % survives. The other percentages and energies are properties of this model and were not recalculated in a larger basis.

Within that model the d-orbital explanation fails where it makes a definite claim. It says that the stabilisation, the short C-Si bond and the spread of the lone pair need silicon d orbitals. With all silicon d functions absent, 87.2 of 105.9 kJ/mol of the stabilisation remains. With those of pi symmetry absent, 0.034 of 0.049 Å of the shortening by delocalisation and 43.6 of 63.1 kJ/mol of the delocalisation energy remain. The values behind these comparisons are collected in the numerical output.

## Computed values

```
Basis functions in SiH3CH2-: 46; diffuse exponent 0.04 bohr^-2
Anion geometry: C-Si 1.82, Si-H 1.51, C-H 1.09 angstrom
SE of SiH3, HF, with Si d: 105.9 kJ/mol = 1.098 eV
SE of SiH3, HF, no Si d: 87.2 kJ/mol = 0.904 eV
SE of SiH3, MP2, with Si d: 99.3 kJ/mol = 1.030 eV
SE of SiH3, MP2, no Si d: 78.4 kJ/mol = 0.813 eV
Share of SE kept without Si d: HF 82.3 %, MP2 78.9 %
SE of CH3, HF: -34.3 kJ/mol
SE of CH3, MP2: -30.2 kJ/mol
Energy lowering by Si d in neutral CH3SiH3, HF: 111.1 kJ/mol
Energy lowering by Si d in SiH3CH2-, HF: 129.8 kJ/mol
Highest occupied level, HF: CH3- -0.01 eV, SiH3CH2- -1.05 eV
Delocalisation D in SiH3CH2-, with Si d(pi): 63.1 kJ/mol = 0.654 eV
Delocalisation D in SiH3CH2-, no Si d(pi): 43.6 kJ/mol = 0.451 eV
Delocalisation D in C2H5-: 54.3 kJ/mol
Free sp-type silyl orbitals of pi symmetry: 3
Gain from the single Si-H antibonding orbital: 28.9 kJ/mol
Gain from Si d(pi) functions alone: 35.4 kJ/mol
D in (CH3)2SiHCH2-, with Si d(pi): 53.3 kJ/mol
D in (CH3)2SiHCH2-, no Si d(pi): 33.0 kJ/mol
Half charges at +/-1.09 angstrom; terms relative to CH3-:
  first-order electrostatics: SiH3 38.2, CH3 -15.4 kJ/mol
  lone-pair relaxation: SiH3 -38.9, CH3 -25.4 kJ/mol
  frame polarisation: SiH3 32.3, CH3 16.4 kJ/mol
  change of delocalisation: SiH3 45.7, CH3 24.9 kJ/mol
  total: SiH3 77.3, CH3 0.6 kJ/mol
Charge-removal integral minus energy difference: 0.0008 kJ/mol
Best C-Si: full 1.800, localised 1.848, shift -0.049 angstrom
Best in-plane Si-H: full 1.510, localised 1.507, shift +0.003 angstrom
Best out-of-plane Si-H: full 1.522, localised 1.508, shift +0.014 angstrom
C-Si shift by delocalisation without Si d(pi): -0.034 angstrom
Neglected: bond-stretch relaxation of SiH3CH2-: 0.7 kJ/mol
Neglected: pyramidalisation of CH3-: 12.0 kJ/mol
Neglected: pyramidalisation and rotation of SiH3CH2-: 0.0 kJ/mol
SE of SiH3, HF, corrected for these two pyramidalisations: 94.0 kJ/mol
Silyl rotation by 90 degrees, planar anion: -0.0 kJ/mol
RT at 350 K: 2.91 kJ/mol
SE in the lithium alkyl, HF, with Si d: 35.9 kJ/mol
SE in the lithium alkyl, HF, no Si d: 30.8 kJ/mol
```
